\section*{Strained-island nucleation: critical size and barrier as functions of misfit}

\section*{The problem}

In Stranski--Krastanov growth a strained film first covers the substrate as a flat wetting layer, and islands then form on top of it. An island creates surface but lets the film relax sideways. We ask how the size at which relaxation begins to win, and the energy barrier before that point, depend on the misfit.

The island is a square pyramid of base side $a$ and volume $V$. Its facets have a fixed slope $s=\tan\theta\ll1$. Film and substrate are isotropic, with the same shear modulus $\mu$ and Poisson ratio $\nu$. The film is coherent, without dislocations, and $\varepsilon$ is the equal biaxial strain imposed on it. Island edges cost no energy, and islands do not interact.

The island's material comes from the flat wetting layer, at the chemical potential of that layer. The energy $E(V)$ is measured from the same material in the flat strained film, so the strain energy stored there is common to both states. Only the change of surface energy and the elastic relaxation remain.

\section*{(a) Surface cost}

\textbf{Question.} The facets have surface energy $\gamma_f$ per area and the wetting layer has $\gamma_w$, both independent of strain and layer thickness. Express the surface cost through $V$.

\textbf{Solution.} The height is $sa/2$, since a facet rises with slope $s$ over the distance $a/2$. Hence
\begin{equation}
V=\frac13a^2\,\frac{sa}{2}=\frac{s a^3}{6},\qquad
a^2=\left(\frac{6V}{s}\right)^{2/3}.
\end{equation}
The facets have total area $a^2/\cos\theta=a^2\sqrt{1+s^2}$ and cover an area $a^2$ of wetting layer. The cost is therefore
\begin{equation}
g a^2=A V^{2/3},\qquad g=\gamma_f\sqrt{1+s^2}-\gamma_w,\qquad
A=g\left(\frac6s\right)^{2/3}.
\end{equation}
We take $g>0$. If $g\le0$, surface energy does not oppose the island and this model has no barrier.

\section*{(b) Elastic energy of a shallow surface profile}

\textbf{Question.} Find the relaxation energy $U$ of a film with surface height $h(x,y)$, to lowest order in its slope.

\textbf{Solution.} Start from the flat coherent film. Let $\varepsilon_z$ be its normal strain and $\lambda=2\mu\nu/(1-2\nu)$. The free surface requires
\[
\sigma_{zz}=2\mu\varepsilon_z+\lambda(2\varepsilon+\varepsilon_z)=0
\quad\Rightarrow\quad
\varepsilon_z=-\frac{2\lambda}{\lambda+2\mu}\varepsilon=-\frac{2\nu}{1-\nu}\varepsilon .
\]
The first equation also says $\lambda(2\varepsilon+\varepsilon_z)=-2\mu\varepsilon_z$, so the in-plane stress is
\begin{equation}
\sigma_0=2\mu\varepsilon+\lambda(2\varepsilon+\varepsilon_z)
=2\mu(\varepsilon-\varepsilon_z)=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon .
\end{equation}
Two in-plane directions contribute $\sigma_0\varepsilon/2$ each to the energy density, which is $w=\sigma_0\varepsilon$.

Now extend this uniform stress up to $z=h$ and allow an additional displacement $\mathbf u$. The energy changes by a term linear in $\mathbf u$, the work of the prestress, and a positive quadratic term $W[\mathbf u]$. The prestress is uniform in the film and exerts no traction on the horizontal interface, so integration by parts leaves the upper surface alone. There $\mathbf n\,dS=(-\nabla h,1)\,d^2x$, and
\[
\Delta E=-\int\mathbf f\cdot\mathbf u\,d^2x+W[\mathbf u],\qquad
\mathbf f=\sigma_0\nabla h .
\]
This is the energy of an elastic body under surface load $\mathbf f$. At the minimum $W=\frac12\int\mathbf f\cdot\mathbf u\,d^2x$, because $W$ is quadratic, and so
\begin{equation}
U=-\frac12\int\mathbf f\cdot\mathbf u\,d^2x .
\end{equation}
Since $\mathbf f$ is already of first order in the slope, $\mathbf u$ may be computed for a flat half-space $z<0$.

Take one Fourier component, a load $q\sin kx$ along $x$. It points along its wavevector, as every component of a gradient does, so the problem is one of plane strain. Use the Airy function
\[
\Phi=Cze^{kz}\cos kx,\quad
\sigma_{xx}=\partial_z^2\Phi,\quad \sigma_{zz}=\partial_x^2\Phi,\quad
\sigma_{xz}=-\partial_x\partial_z\Phi .
\]
It is biharmonic, because $\nabla^2(z\psi)=2\partial_z\psi$ is harmonic when $\psi$ is. At $z=0$,
\[
\sigma_{zz}=0,\qquad \sigma_{xz}=Ck\sin kx,\qquad \sigma_{xx}=2Ck\cos kx .
\]
The load fixes $Ck=q$. In plane strain $2\mu\varepsilon_{xx}=\sigma_{xx}-\nu(\sigma_{xx}+\sigma_{zz})$, hence
\[
\partial_xu_x=\frac{1-\nu}{2\mu}\,2q\cos kx,\qquad
u_x=\frac{1-\nu}{\mu k}\,q\sin kx .
\]
Thus $\mathbf u_{\mathbf k}=(1-\nu)\mathbf f_{\mathbf k}/(\mu k)$, with $|\mathbf f_{\mathbf k}|^2=\sigma_0^2k^2|h_{\mathbf k}|^2$. Summing over components,
\begin{equation}
U=-\frac{(1-\nu)\sigma_0^2}{2\mu}\int\frac{d^2k}{(2\pi)^2}\,k|h_{\mathbf k}|^2
=-\frac{(1-\nu)\sigma_0^2}{4\pi\mu}\iint
\frac{\nabla h\cdot\nabla'h'}{|\mathbf x-\mathbf x'|}\,d^2x\,d^2x' .
\end{equation}
The second form uses $k|h_{\mathbf k}|^2=|(\nabla h)_{\mathbf k}|^2/k$ and the fact that $1/k$ is the transform of $1/(2\pi r)$.

A finite-element solution for a wavy film tests the factor $1-\nu$ without the Airy function. For $\nu=0.25$ and largest slope $0.05$ it gives $0.748$ in place of $0.75$; about $0.001$ of this difference is mesh error.

\section*{(c) The pyramid}

\textbf{Question.} Evaluate $U$ for the pyramid and show how it depends on $V$ and $\varepsilon$.

\textbf{Solution.} Seen from above, the facets are four triangles meeting at the centre of the square. On each, $\nabla h$ has length $s$ and points to the centre. The product $\nabla h\cdot\nabla'h'$ is $s^2$ within one triangle, $-s^2$ for opposite triangles and zero for adjacent ones. The double integral is therefore $js^2a^3$, where
\[
j=4(I_{\rm self}-I_{\rm opp})
\]
and each $I$ is the double integral of $1/r$ over two triangles of a unit square.

\emph{One triangle.} Collect pairs of points by their separation $\mathbf v$. Their weight is the area common to the triangle and its copy shifted by $\mathbf v$. This overlap is bounded by lines parallel to the original sides, so it is a similar triangle. Its linear size falls linearly with $v$ and vanishes when $v$ equals the longest chord $R(\varphi)$ in that direction. With triangle area $1/4$,
\[
I_{\rm self}=\int_0^{2\pi}\!d\varphi\int_0^{R}\frac{v\,dv}{v}\,
\frac14\left(1-\frac vR\right)^2=\frac1{12}\int_0^{2\pi}R\,d\varphi .
\]
The longest chord passes through a vertex. From the right angle to the hypotenuse, at distance $1/2$, it is $\frac12\sec\psi$ with $|\psi|<\pi/4$. From each other vertex to the opposite leg, at distance $1/\sqrt2$, it is $\sec\psi/\sqrt2$ with $0<\psi<\pi/4$. These ranges cover half a turn. With $L=\int_0^{\pi/4}\sec\psi\,d\psi=\ln(1+\sqrt2)$,
\begin{equation}
I_{\rm self}=\frac{2}{12}\left(L+\frac{2L}{\sqrt2}\right)=\frac{(1+\sqrt2)L}{6}.
\end{equation}

\emph{Whole square.} The overlap is now $(1-|v_x|)(1-|v_y|)$. Eight equal sectors give
\begin{align}
S&=8\int_0^{\pi/4}\!d\varphi\int_0^{\sec\varphi}
(1-v\cos\varphi)(1-v\sin\varphi)\,dv\nonumber\\
&=8\int_0^{\pi/4}\left(\frac{1}{2\cos\varphi}
-\frac{\sin\varphi}{6\cos^2\varphi}\right)d\varphi
=4L-\frac43(\sqrt2-1).
\end{align}

\emph{Opposite triangles.} Two adjacent triangles together form the same shape enlarged by $\sqrt2$. The double integral scales as length cubed, so
\[
2I_{\rm self}+2I_{\rm adj}=2\sqrt2\,I_{\rm self}
\quad\Rightarrow\quad I_{\rm adj}=(\sqrt2-1)I_{\rm self}.
\]
The square contains $4$ self pairs, $8$ ordered adjacent pairs and $4$ ordered opposite pairs, so $4I_{\rm opp}=S-4I_{\rm self}-8I_{\rm adj}$ and
\begin{align}
j&=8I_{\rm self}+8(\sqrt2-1)I_{\rm self}-S=8\sqrt2\,I_{\rm self}-S\nonumber\\
&=\frac{8+4\sqrt2}{3}L-4L+\frac43(\sqrt2-1)
=\frac43(\sqrt2-1)(1+L)\simeq1.039 .
\end{align}
A separate sum over Fourier components of the pyramid gives $1.040$.

Now put $sa^3=6V$ and the stress from (b) into $U$:
\begin{align}
U&=-\frac{(1-\nu)\sigma_0^2}{4\pi\mu}\,6jsV=-BV,\nonumber\\
B&=\beta s\varepsilon^2,\qquad
\beta=\frac{6j}{\pi}\,\frac{\mu(1+\nu)^2}{1-\nu}.
\end{align}
The gain is proportional to volume because the shape is fixed and the half-space has no length of its own. Relative to the flat-film energy density, the relaxed part is
\begin{equation}
\frac Bw=\frac{3j}{\pi}(1+\nu)s ,
\end{equation}
which vanishes for a flat island, as it must.

\section*{(d) Critical size and barrier}

\textbf{Question.} Find the critical volume $V^*$ and the barrier $E^*$. With which powers of $\varepsilon$ do they vary at fixed slope and fixed $g$?

\textbf{Solution.} The energy is $E=AV^{2/3}-BV$. Its derivatives are
\[
E'=\tfrac23AV^{-1/3}-B,\qquad E''=-\tfrac29AV^{-4/3}<0 .
\]
The stationary point is therefore a maximum, at $V^{*1/3}=2A/(3B)$, and
\[
V^*=\frac{8A^3}{27B^3},\qquad
E^*=V^{*2/3}\left(A-BV^{*1/3}\right)
=\frac{4A^2}{9B^2}\,\frac A3=\frac{4A^3}{27B^2}.
\]
Inserting $A^3=36g^3/s^2$ and $B=\beta s\varepsilon^2$,
\begin{align}
V^*&=\frac{32g^3}{3s^2B^3}=\frac{32g^3}{3\beta^3s^5}\,\varepsilon^{-6},\\
E^*&=\frac{16g^3}{3s^2B^2}=\frac{16g^3}{3\beta^2s^4}\,\varepsilon^{-4}.
\end{align}
The power $-4$ belongs to the barrier; the critical volume varies as $\varepsilon^{-6}$. The base follows from $a^{*3}=6V^*/s=64g^3/(sB)^3$:
\begin{equation}
a^*=\frac{4g}{sB}=\frac{4g}{\beta s^2}\,\varepsilon^{-2},\qquad
E^*=\frac{g a^{*2}}3 .
\end{equation}
The last form explains the difference in powers. The barrier is one third of the surface cost, so it scales as an area, $(\varepsilon^{-2})^2$, while the volume scales as $(\varepsilon^{-2})^3$.

Beyond $V^*$ growth lowers the energy, but $E$ is still positive until $AV^{2/3}=BV$, that is, until $V=(A/B)^3=27V^*/8$.

The powers do not rely on small slope. In linear elasticity, with equal moduli and a fixed shape, the gain is quadratic in $\varepsilon$ and, by scaling, linear in $V$. A steeper facet changes the coefficient $B/\varepsilon^2$ and leaves the exponents alone.

\section*{(e) When the barrier law changes}

\textbf{Question.} Examine (i) an extra driving energy $\Delta$ per volume, (ii) a strain-dependent $g$, and (iii) facets whose slope is free, with one surface energy $\gamma$ for all orientations.

\textbf{Solution.} (i) If the material comes from a supersaturated source, $B$ is replaced by $B+\Delta$, which must be positive for a critical size to exist. At fixed $g$ and $\Delta$, $E^*\propto(B+\Delta)^{-2}$. Since $d\ln B/d\ln\varepsilon=2$,
\begin{equation}
\frac{d\ln E^*}{d\ln\varepsilon}=-\frac{2}{B+\Delta}\,2B=-\frac{4B}{B+\Delta}.
\end{equation}
For $\Delta\gg B$ and fixed $\Delta$ the barrier hardly depends on strain. Note that $\Delta$ is measured from the strained flat layer. If instead the chemical potential of the source is held fixed, then $\Delta=\Delta_0-w(\varepsilon)$ with $\Delta_0$ fixed, so $B+\Delta=\Delta_0-(w-B)$. The exponent is then $+4(w-B)/(B+\Delta)$, and the barrier rises with strain.

(ii) Let $g$ be a given function of the misfit $\varepsilon$, with $\Delta=0$. Because $E^*\propto g^3B^{-2}$,
\begin{equation}
\frac{d\ln E^*}{d\ln\varepsilon}=-4+3\,\frac{d\ln g}{d\ln\varepsilon}.
\end{equation}

(iii) Here $g=\gamma(\sqrt{1+s^2}-1)\simeq\gamma s^2/2$, and
\begin{equation}
E^*\simeq\frac{2\gamma^3s^2}{3\beta^2\varepsilon^4},\qquad
a^*\simeq\frac{2\gamma}{\beta\varepsilon^2}.
\end{equation}
As $s\to0$ the barrier vanishes while the base stays finite. The film can then roughen without nucleation. A wave $h=H\cos kx$ shows this directly: per area it costs $\gamma k^2H^2/4$ and releases $(1-\nu)\sigma_0^2kH^2/(4\mu)$. It lowers the energy at any small amplitude if $k<(1-\nu)\sigma_0^2/(\mu\gamma)$. If the surface energy depends neither on orientation nor on layer thickness, there is thus no barrier; the barrier of (d) comes from fixing the facet slope. A dependence on thickness, excluded here but present in thin wetting layers, adds $\gamma''H^2/4$ to the cost of the wave, with $\gamma''=d^2\gamma/dh^2$. It makes the flat film stable against all small waves if $\gamma''>[(1-\nu)\sigma_0^2/\mu]^2/(4\gamma)$.

\section*{(f) Numbers}

\textbf{Question.} Take $\mu=50$ GPa, $\nu=0.25$, $s=0.2$ and $\gamma_f=\gamma_w=1$ J/m$^2$. Compare $\varepsilon=0.04$ with $0.02$ and judge the reliability of the results.

\textbf{Solution.} The surface cost is $g=\sqrt{1.04}-1=0.0198$ J/m$^2$. The elastic coefficient is
\[
\beta=\frac{6(1.039)}{\pi}\,\frac{50(1.25)^2}{0.75}\ \text{GPa}=206.7\ \text{GPa}.
\]
At $\varepsilon=0.04$,
\begin{align*}
B&=(206.7\times10^9)(0.2)(0.04)^2\ \text{J/m}^3=66.1\ \text{MJ/m}^3,\\
a^*&=\frac{4(0.0198)}{0.2(66.1\times10^6)}\ \text{m}=6.0\ \text{nm},\\
E^*&=\frac{0.0198\,(5.99\times10^{-9})^2}{3}\ \text{J}
=2.37\times10^{-19}\ \text{J}=1.5\ \text{eV}.
\end{align*}
The critical volume is $7.2$ nm$^3$. The gain $B$ is $25\%$ of the flat-film energy density, $267$ MJ/m$^3$.

At $\varepsilon=0.02$, with all else fixed, the base is $24$ nm, the volume $458$ nm$^3$ and the barrier $23.6$ eV. Halving the strain has multiplied them by $4$, $64$ and $16$. Numerical maximization of the energy, with the finite-element factor from (b) and the Fourier value of $j$, gives the exponents $-2.000$, $-6.000$ and $-4.000$.

The variants in (e) matter at this scale. At $\varepsilon=0.04$, $\Delta=20$ MJ/m$^3$ changes the barrier exponent to $-3.07$. If instead $g$ falls linearly with strain at $0.1$ J/m$^2$ per unit strain, it is $0.0158$ J/m$^2$ at $\varepsilon=0.04$, and the exponent is $-4.76$. For case (iii), halving the slope multiplies the barrier by $0.256$. This is slightly above $1/4$ because $\sqrt{1+s^2}-1$ is not quite $s^2/2$.

Surface stress, which would do work as the island relaxes, is neglected, although it need not be small. Its work scales as $a^2$ and acts as a strain-dependent part of $g$. At $\varepsilon=0.04$ the relaxation changes the area under the island by about $1\%$, so a difference of $1$ N/m between the surface stresses of facet and wetting layer changes $g$ by about $0.01$ J/m$^2$, half its value. Two further approximations also affect the absolute values. First, the critical height at $\varepsilon=0.04$ is $0.60$ nm, a few atomic layers, where a continuum with sharp facets is doubtful. An edge energy would also weigh more there, since its ratio to the facet cost varies as $1/a$. It changes the exponent as well: where a positive edge cost dominates, $E^*\propto B^{-1/2}\propto\varepsilon^{-1}$, and $5$ meV/\AA{} on all eight edges already moves the barrier exponent at $\varepsilon=0.04$ to about $-2.7$. At $\varepsilon=0.02$ the height is $2.4$ nm. Second, the slope is finite. For a long triangular ridge of slope $0.2$, with base half the period, finite elements give $0.86$ of the shallow-slope release; at slope $0.02$ they give $0.98$. Both ratios are low by $0.002$ to $0.003$ from mesh error. The ridge is not the pyramid, so its factor cannot simply be carried over, but any reduction of $B$ raises the barrier, which varies as $B^{-2}$.

Semiconductor films that grow in this mode have misfits of a few per cent, moduli of tens of GPa and surface energies of roughly $1$ J/m$^2$, so the chosen values are of a realistic size. The equality $\gamma_f=\gamma_w$ is the fragile choice, because $g$ is a small difference of large numbers. Raising $\gamma_f$ by $1\%$ increases $g$ to $0.030$ J/m$^2$ and the barrier about $3.5$ times; lowering it by $2\%$ makes $g$ negative and removes the barrier. Real films may also take up substrate atoms, which reduces the misfit. If wetting layer and island are diluted alike, a reduction from $0.04$ to $0.03$, at fixed $g$ and moduli, raises the barrier by $(4/3)^4\simeq3.2$. If only the island is diluted, the strain energy is no longer common to both states. With three quarters of the island taken from the layer and one quarter from the unstrained substrate, and no mixing energy, the gain per island volume is $\frac34w(0.04)-w(0.03)+B(0.03)=200-150+37=87$ MJ/m$^3$, and the barrier falls to about $0.58$ of its value. The model thus does not predict the absolute barrier of a real film, and its exponent $-4$ holds only where slope and $g$ are fixed, edges are negligible and the island is fed from a layer of the same misfit. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
Shear modulus: 50 GPa; Poisson ratio: 0.25
Facet slope: 0.20; misfit strain: 0.040
Facet energy: 1.000 J/m^2
Wetting-layer surface energy: 1.000 J/m^2
Net surface cost g: 0.019804 J/m^2
Film stress magnitude: 6.6667 GPa
Flat-film elastic density: 266.67 MJ/m^3
Elastic kernel, finite elements: 0.74777 (no unit)
Elastic kernel, formula 1-nu: 0.75000 (no unit)
Ridge release / shallow formula, slope 0.02: 0.9837
Ridge release / shallow formula, slope 0.20: 0.8576
Triangle self integral, quadrature: 0.35464 (unit base)
Adjacent triangle integral: 0.14690 (unit base)
Opposite triangle integral: 0.09487 (unit base)
Square self integral: 2.97321 (unit base)
Shape number j, closed form: 1.039054 (no unit)
Shape number j, Fourier sum: 1.039789 (no unit)
Elastic coefficient beta: 206.713 GPa
Elastic gain B: 66.148 MJ/m^3
Relaxed fraction of flat-film energy: 0.2481
At strain 0.040, critical base: 5.988 nm
  critical height: 0.5988 nm
  critical volume: 7.156 nm^3
  nucleation barrier: 1.4772 eV
At strain 0.020, critical base: 23.951 nm
  critical height: 2.3951 nm
  critical volume: 457.980 nm^3
  nucleation barrier: 23.6355 eV
Barrier at 0.040, numerical maximum: 1.4839 eV
Zero-energy volume / critical volume: 3.3750
Strain exponent of base: -2.0000
Strain exponent of volume: -6.0000
Strain exponent of barrier: -4.0000
Extra driving energy: 20.0 MJ/m^3
Barrier exponent with extra drive: -3.0697
Derivative of g with strain in variant: -0.10 J/m^2
Variant g at strain 0.040: 0.015804 J/m^2
Barrier exponent with strain-dependent g: -4.7593
Barrier ratio when slope is halved: 0.2556
\end{verbatim}
